# When does square-root interphase growth reach five percent capacity loss?

## Question

I am stuck on an exercise about battery ageing. The interphase on the negative electrode grows by consuming lithium, and this has cost a cell 1 % of its capacity in 30 days. I am to assume square-root kinetics and find when the cumulative loss reaches 5 %.

My first attempt was $5\times30=150$ days, but that uses no square root. My second was $30\sqrt5$ days, which is shorter still and looks wrong for a film that is supposed to slow its own growth. I am also given no diffusion coefficient and no film thickness. Are they needed?

Finally, a cell that has been charged before must already have some film on the electrode. Does the square-root law still hold then, and how far could I trust the answer for a real cell?

## Answer

### The time asked for

Let $q(t)$ be the cumulative loss in percent of the initial capacity, and let $t$ run from the start of growth, where $q=0$. Square-root kinetics means

$$q(t)=A\sqrt t ,$$

with a constant $A$ that contains all the material properties. Write the law at the two times of interest:

$$q_1=A\sqrt{t_1},\qquad q_2=A\sqrt{t_2}.$$

Dividing the second equation by the first removes $A$, and squaring then frees the time:

$$\frac{q_2}{q_1}=\sqrt{\frac{t_2}{t_1}}\quad\Rightarrow\quad t_2=t_1\left(\frac{q_2}{q_1}\right)^2 .$$

With $q_1=1\,\%$, $t_1=30$ days and $q_2=5\,\%$,

$$t_2=30\times5^2=750\ \text{days}\approx2.05\ \text{years}.$$

This is counted from the start, so the wait after the first reading is 720 days. Neither a diffusion coefficient nor a film thickness is needed, because the first reading has already measured $A=1/\sqrt{30}=0.183$ % per square root of a day.

Your second attempt applied the root to the wrong variable. Five times the time gives $\sqrt5$ times the loss; five times the loss needs $5^2$ times the time. For a general power law $q\propto t^n$ the same division gives $t_2/t_1=(q_2/q_1)^{1/n}$. Growth that slows down has $n<1$, so the answer must come out later than the 150 days of the linear case $n=1$.

### Why a square root?

The film separates the electrode from the electrolyte. To make more film, some carrier has to cross it: an electron, for example, or a neutral lithium species. Suppose the carrier has concentration $c_0$ at the electrode side and is used up at the outer face, where new film forms. If the profile between the faces is a straight line, the flux through a film of thickness $L$ is $Dc_0/L$, with $D$ the carrier's diffusion coefficient. Let each mole of carrier bind one mole of lithium and make a film volume $V$. Then

$$\frac{dL}{dt}=\frac{VDc_0}{L}=\frac KL,\qquad K=VDc_0 .$$

Multiply by $L\,dt$ and integrate from a bare surface, $L=0$ at $t=0$:

$$\int_0^L L'\,dL'=K\int_0^t dt'\quad\Rightarrow\quad L^2=2Kt .$$

The thickness therefore grows as $\sqrt t$. The capacity loss follows it if the film keeps its composition and area, and if the lithium inventory limits the cell, so that lithium bound in the film is capacity lost.

To connect loss with thickness, let $Q$ be the charge capacity per area of electrode and $a$ the true, internal surface per area of electrode. A loss of $q$ percent is a charge $qQ/100$. Dividing by the Faraday constant $F$ gives moles of lithium, multiplying by $V$ gives film volume, and dividing by $a$ spreads it over the true surface:

$$L=\frac{q}{100}\,\frac{QV}{Fa}.$$

This treats the film as flat, which requires it to be thin compared with the electrode particles.

### What the numbers mean in a cell

Take round values in the regime of a graphite electrode in a lithium-ion cell, all of them rough: a capacity of 3 mAh/cm², which is $Q=10.8$ C/cm²; $a=100$; and $V=50$ cm³ per mole of lithium. At 1 % loss,

$$L_1=\frac{0.01\times10.8\times50}{96485\times100}\ \text{cm}=5.6\ \text{nm}.$$

At 5 % loss the film is five times as thick, 28 nm. The growth constant follows from the first reading:

$$K=\frac{L_1^2}{2t_1}=\frac{(5.6\ \text{nm})^2}{60\ \text{days}}\approx0.52\ \text{nm}^2/\text{day}\approx6\times10^{-20}\ \text{cm}^2/\text{s}.$$

This is not the diffusion coefficient. It is $D$ multiplied by $Vc_0$, the amount of mobile carrier relative to the lithium bound in the film, and the capacity data alone cannot separate the two factors.

The loss rate is the derivative of the law:

$$\frac{dq}{dt}=\frac{A}{2\sqrt t}=\frac{q}{2t}.$$

At 30 days it is $1/60=0.0167$ % per day, and at 750 days it is $5/1500=0.0033$ % per day. The rate has fallen by a factor of five because the film is five times as thick. Multiplied by $Q/100$, these rates are leakage currents of 21 and 4.2 nA per cm² of electrode. Notice that the rate at 30 days is half the average rate up to then, $1/30$ % per day. Extending the tangent at 30 days would therefore give yet another wrong time.

### Is the straight-line profile a safe assumption?

The film thickens while the carrier diffuses, so the profile cannot be perfectly straight. The full problem can be solved. Let $u=c/c_0$ obey

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},\qquad u(0,t)=1,\quad u(L,t)=0,$$

with the front moving at the speed set by the arriving flux,

$$\frac{dL}{dt}=-SD\left.\frac{\partial u}{\partial x}\right|_{x=L},\qquad S=Vc_0 .$$

Try a profile that depends on $\eta=x/(2\sqrt{Dt})$ alone, $u=f(\eta)$. The chain rule gives $\partial u/\partial t=-\eta f'/(2t)$ and $\partial^2u/\partial x^2=f''/(4Dt)$, so the diffusion equation becomes $f''=-2\eta f'$. Hence $f'\propto e^{-\eta^2}$. Put the front at $\eta=\lambda$, which means $L=2\lambda\sqrt{Dt}$. The two boundary values then fix

$$f(\eta)=1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda},\qquad f'(\lambda)=-\frac{2e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}.$$

In the front condition the left side is $\lambda\sqrt{D/t}$, and the right side is $-SDf'(\lambda)/(2\sqrt{Dt})$. Both contain $\sqrt{D/t}$, which cancels:

$$\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=S .$$

Time has dropped out, so a constant $\lambda$ satisfies every condition and the square root survives. What changes is the prefactor. The full solution has $L^2=4\lambda^2Dt$, while the straight profile gave $L^2=2SDt$; their ratio is $2\lambda^2/S$. For small $\lambda$ the left side above is $2\lambda^2(1+\tfrac23\lambda^2)$ to the next order, so

$$\frac{2\lambda^2}{S}\approx1-\frac S3 .$$

For $S=0.1$ the film grows as if $K$ were about 3 % smaller. The factor is the same at both times and cancels from $t_2/t_1$.

### A film that was there before

Your last question matters most for the number. Suppose growth starts with a film of thickness $L_0$, and suppose also that the reaction at the outer face is not infinitely fast. Let its speed be $ku_f$, where $u_f$ is the scaled carrier concentration at that face. In the steady state, the carrier that arrives equals the carrier used:

$$\frac KL(1-u_f)=ku_f\quad\Rightarrow\quad u_f=\frac{K/L}{k+K/L}.$$

The growth speed is

$$\frac{dL}{dt}=ku_f=\frac{1}{L/K+1/k},$$

which is the law of two resistances in series. Write $L=L_0+\ell$, where $\ell$ is the newly grown part, the part that counts in the loss since $t=0$. Multiplying by $K$ and by the denominator gives

$$\left(\ell+L_0+\frac Kk\right)d\ell=K\,dt\quad\Rightarrow\quad \ell^2+2\left(L_0+\frac Kk\right)\ell=2Kt .$$

With the straight profile used here, which needs $S\ll1$, an old film and a slow reaction enter in the same way, as one extra barrier length $L_0+K/k$. Since thickness is proportional to loss, let $b$ be the loss in percent that corresponds to this length. Then, with a constant $C$,

$$q^2+2bq=Ct .$$

Dividing the law at two times removes $C$:

$$\frac{t_2}{t_1}=\frac{q_2^2+2bq_2}{q_1^2+2bq_1}.$$

For $q_1=1$ and $q_2=5$ this is

$$\frac{t_2}{t_1}=\frac{25+10b}{1+2b}=5\left(1+\frac{4}{1+2b}\right).$$

It falls steadily from 25 at $b=0$ to 5 as $b\to\infty$. The physical reason is that a thick old film hardly notices the new growth, so the rate stays nearly constant and the loss is nearly linear. With the first reading held at 1 % in 30 days:

- $b=0.1\,\%$ (0.56 nm of barrier) gives 650 days.
- $b=1\,\%$ (5.6 nm) gives $30\times35/3=350$ days.
- $b=5\,\%$ (28 nm) gives $30\times75/11\approx205$ days.

A barrier no thicker than the film grown in the first month already halves the answer. Within this series model, the two limits are your 150 days and the 750 days of the pure law.

### A second reading

One data point cannot tell you whether the square-root law applies. A reading at 120 days, four times the first, helps. Since $C=(1+2b)/t_1$, the loss then obeys $q^2+2bq=4(1+2b)$, and the positive root is

$$q(120\ \text{days})=-b+\sqrt{b^2+4(1+2b)} .$$

The pure law gives 2.00 %. The three barriers above give 2.09, 2.61 and 3.31 %. A capacity measurement good to 0.1 percentage point would therefore reveal the second and third barriers, but hardly the first, although the first still moves the final answer by 100 days.

### Other departures, and their size

**Cracking.** If the film cracks, fresh surface can add a loss at a steady rate. Let this part make up a share $s$ of the first month's loss. With $\tau=t/t_1$,

$$q=q_1\left[(1-s)\sqrt\tau+s\tau\right].$$

For $s=0.1$ and $q=5\,\%$, this is a quadratic in $\sqrt\tau$:

$$0.1\,\tau+0.9\sqrt\tau-5=0\quad\Rightarrow\quad\sqrt\tau=\frac{-0.9+\sqrt{0.81+2}}{0.2}\approx3.88 .$$

The target is reached at 452 days. A part that is small in the first month gains on the rest, because it does not slow down. At 120 days this law gives $2(1-s)+4s=2+2s$ percent, also above 2 %. At constant temperature and state of charge, a second reading above 2 % by more than the measurement errors of both readings allow therefore shows that the pure law fails, without showing whether a barrier or cracking is the cause. Warming after the first reading, or storage at a lower electrode potential (a higher state of charge), would raise the second one too.

**A fast first layer.** Electrons can tunnel through a very thin film, so the first couple of nanometres may form much faster than diffusion allows. Let a thickness $L_f=2$ nm, a rough tunnelling range, form at once on a bare surface. Integrating $L\,dL=K\,dt$ from $L_f$ gives $L^2-L_f^2=2Kt$, and so

$$t_2=t_1\,\frac{L_2^2-L_f^2}{L_1^2-L_f^2}\approx855\ \text{days}$$

with $L_1=5.6$ nm and $L_2=28$ nm. This departure lengthens the time: part of the first 1 % was not slow growth at all, so the slow growth is weaker than the first reading suggests.

**Temperature.** Suppose the cell is kept at 298 K for the first 30 days and at 308 K afterwards. With a rough activation energy of 0.5 eV and $k_B$ the Boltzmann constant, $K$ rises by the factor

$$f=\exp\left[\frac{0.5\ \text{eV}}{k_B}\left(\frac1{298\ \text{K}}-\frac1{308\ \text{K}}\right)\right]\approx1.88 .$$

The growth from $L_1$ to $L_2$ would have taken 720 days and now takes $720/f$, so the target comes at $30+720/1.88\approx413$ days. If the temperature is the same before and after the first reading, $f=1$ and the ratio of 25 stands, whatever that temperature is, provided the state of charge is also held fixed. The electrode potential sets the carrier supply $c_0$, and hence $K$: if $c_0$ follows a Boltzmann factor in the potential, a shift of only 10 mV at 298 K changes $K$ by a factor of about 1.5.

**The first reading.** The measured loss enters squared and in the denominator, so a reading that is too high by a small relative error gives a time that is too short by about twice that error. If the true first loss is 0.9 %, the target comes at 926 days; if it is 1.1 %, at 620 days.

### How far to trust 750 days

As the answer to the exercise, 750 days follows directly from the stated law. As a forecast it is much weaker. The chosen numbers are reasonable for a graphite cell: a film of some tens of nanometres and a loss of a few percent per year in mild storage are both of the usual rough size. One assumption that real cells plainly break is the bare surface at $t=0$. The first charging cycles of a graphite cell build a film that typically takes up several percent of the lithium, before the user's clock starts. What enters $b$ is the part of that film that actually resists transport, and a porous outer part may count for little. If film worth 5 % of capacity resisted fully, the answer would drop from 750 to about 205 days, with everything else held fixed. Cycling adds cracking, and other ageing processes can remove capacity without any interphase growth.

For a real cell I would therefore take several readings, plot $q$ against $\sqrt t$, and extrapolate with the square-root law only if the points lie on a straight line through the origin. That condition is necessary but not sufficient, because opposite departures can cancel: the 2 nm fast layer together with a cracking share $s\approx0.05$ stays within 0.02 percentage point of the pure law from 30 to 120 days, yet reaches 5 % at about 600 days. If instead $q/\sqrt t$ keeps rising after the first reading of 1 % at 30 days, the target will come sooner than 750 days; if it keeps falling, later. An upward bend of the plot does not decide this by itself: a fast first layer also bends it upward, but starts it above the origin and delays the target.

Numerical values quoted here were computed with a short program.
